\section*{The electron mass from simulated trap frequencies of one carbon ion, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Question}

I am working through an exercise on the bound-electron $g$ factor and cannot close the argument. A single $^{12}\mathrm{C}^{5+}$ ion in its $1s$ state sits in a Penning trap. The sheet gives simulated data, made from a model trap ($B = 4$ T, axial frequency 700 kHz before misalignment, field tilted by 0.01 rad at azimuth 0.7 rad, ellipticity 0.05) and a tabulated electron mass that we are meant to recover:
\begin{align*}
\nu_+ &= 25\,589\,806.67358~\mathrm{Hz}, & \nu_z &= 699\,947.26236~\mathrm{Hz},\\
\nu_- &= 9\,562.87001~\mathrm{Hz}, & \nu_L &= 112\,028\,272\,731.6~\mathrm{Hz}.
\end{align*}
We are told to use $g = 2.00104159$, to assign the ratio $\Gamma = \nu_L/\nu_c$ a relative standard uncertainty of $10^{-10}$, to compute the binding energies ourselves, and to find the electron mass in u with its uncertainty.

Four things stop me. First, I do not know whether $\nu_c$ is $\nu_+ + \nu_-$ or something else when the trap is misaligned. Second, the ion mass contains the electron mass I am looking for, both through the five missing electrons and through the conversion of binding energy to mass, so the problem looks circular. Third, I cannot see whether binding energies of some hundred eV matter against an ion of some ten GeV, or how well they must be known. Fourth, $g$ comes without an error bar, so I do not know what to propagate. I would also like to understand why $g$ is smaller than the free-electron value.

\section*{Answer}

Masses below are in unified atomic mass units (u), because the electron mass equals 1 by definition in atomic units and could not be an unknown there. Energies are in Hartree, $E_h$, and frequencies in Hz, with $\omega = 2\pi\nu$. The symbol $m$ is the electron mass, $M$ the mass of the ion, $e>0$ the elementary charge and $Z=6$. The fine-structure constant is taken from the tabulated constants, $\alpha = 0.0072973525643$ with relative uncertainty $1.51\times10^{-10}$.

\subsection*{The frequency ratio}

The $^{12}$C nucleus has spin zero, so the $1s_{1/2}$ level has no hyperfine structure and consists of two states $m_j = \pm\tfrac12$. The $g$ factor is defined by the term linear in the field, $\Delta E = g\mu_B B m_j$ with $\mu_B = e\hbar/2m$. The difference of the two levels is $\hbar\omega_L = g\mu_B B$. An ion of charge $5e$ in the magnetic field alone obeys $M\dot{\mathbf v} = 5e\,\mathbf v\times\mathbf B$ and circles at $\omega_c$. Thus
\begin{equation}
\omega_L = \frac{g e B}{2m},\qquad \omega_c = \frac{5eB}{M},\qquad
\Gamma = \frac{\omega_L}{\omega_c} = \frac{g e B}{2m}\,\frac{M}{5eB} = \frac{gM}{10\,m}.
\label{eq:ratio}
\end{equation}
The field and the elementary charge cancel, provided both frequencies refer to the same field at the same place and time. For a given $g$ the ratio fixes $m/M$, but neither mass by itself.

Two small effects are dropped in \eqref{eq:ratio}. Time reversal maps the state $m_j$ in the field $\mathbf B$ to the state $-m_j$ in the field $-\mathbf B$, so $E(m_j,B) = E(-m_j,-B)$. The splitting $E(\tfrac12,B)-E(-\tfrac12,B)$ is therefore odd in $B$: the quadratic Zeeman term cancels, and the first correction is cubic. The square of the Zeeman energy over an excitation energy, $(B/Z^2)^2$ with $B$ in atomic units, is $2.2\times10^{-13}$ at 4 T, and the cubic term is smaller still. Without relativity the spin decouples from the orbital motion and the splitting is exactly linear in $B$, so relative to the linear term the cubic one is of order $(Z\alpha)^2(B/Z^2)^2$, a few parts in $10^{16}$. The ion mass also differs between the two spin states, by the fraction $h\nu_L/Mc^2 = 4.1\times10^{-14}$. Both are far below $10^{-10}$. The treatment further assumes vanishing amplitude of motion. At finite amplitude the relativistic mass increase and the field inhomogeneity shift the frequencies, and image charges in the electrodes shift them at any amplitude; none of this is contained in the model data.

\subsection*{The cyclotron frequency from the trap modes}

Near the trap centre the electrostatic energy is quadratic, $5e\Phi = \tfrac12 M\,\mathbf r\cdot K\mathbf r$ with a real symmetric matrix $K$. Laplace's equation $\nabla^2\Phi=0$ gives $\operatorname{tr}K = 0$. In the principal axes of $K$ the general form is
\begin{equation}
K = \omega_0^2\,\operatorname{diag}\!\left(-\tfrac{1+\epsilon}{2},\,-\tfrac{1-\epsilon}{2},\,1\right),\qquad
\hat{\mathbf b} = (\sin\theta\cos\varphi,\ \sin\theta\sin\varphi,\ \cos\theta),
\end{equation}
where $\epsilon$ is the ellipticity and $\hat{\mathbf b}$ the direction of the field. The equation of motion $\ddot{\mathbf r} = -K\mathbf r + \omega_c\,\dot{\mathbf r}\times\hat{\mathbf b}$ is written as a first-order system,
\begin{equation}
\frac{d}{dt}\begin{pmatrix}\mathbf r\\ \mathbf v\end{pmatrix} = A\begin{pmatrix}\mathbf r\\ \mathbf v\end{pmatrix},\qquad
A = \begin{pmatrix}0 & 1\\ -K & \Omega\end{pmatrix},\qquad \Omega\mathbf v = \omega_c\,\mathbf v\times\hat{\mathbf b}.
\end{equation}
Block multiplication gives
\begin{equation}
A^2 = \begin{pmatrix}-K & \Omega\\ -\Omega K & -K+\Omega^2\end{pmatrix},\qquad
\operatorname{tr}A^2 = -2\operatorname{tr}K + \operatorname{tr}\Omega^2 = \operatorname{tr}\Omega^2 .
\end{equation}
The double cross product is $\Omega^2\mathbf v = \omega_c^2(\mathbf v\times\hat{\mathbf b})\times\hat{\mathbf b} = \omega_c^2[\hat{\mathbf b}(\hat{\mathbf b}\cdot\mathbf v)-\mathbf v]$, whose trace is $\omega_c^2(1-3) = -2\omega_c^2$. If the ion is trapped, the eigenvalues of $A$ are purely imaginary, and since $A$ is real they come in pairs $\pm i\omega_+,\pm i\omega_z,\pm i\omega_-$. The trace of $A^2$ is the sum of their squares, $-2(\omega_+^2+\omega_z^2+\omega_-^2)$. Equating the two expressions yields the invariance theorem,
\begin{equation}
\nu_c^2 = \nu_+^2+\nu_z^2+\nu_-^2 .
\label{eq:inv}
\end{equation}
It holds for any tilt and ellipticity at which the motion is stable. It fails when the potential is not quadratic over the orbit, when the field is not uniform, or when $\operatorname{tr}K=0$ is spoiled, as it is by a charge density at the position of the ion or by image charges that follow its motion; a fixed charge elsewhere leaves Laplace's equation intact at the ion.

The rule $\nu_c=\nu_++\nu_-$ belongs to the ideal trap. For $\theta=\epsilon=0$ the combination $w=x+iy$ obeys $\ddot w = \tfrac12\omega_0^2 w - i\omega_c\dot w$, because $\mathbf v\times\hat{\mathbf z} = (v_y,-v_x,0)$ and $v_y - iv_x = -i\dot w$. The trial $w=e^{-i\omega t}$ gives $\omega^2-\omega_c\omega+\tfrac12\omega_0^2=0$, so the roots have sum $\omega_c$ and product $\omega_0^2/2$. In the imperfect trap, \eqref{eq:inv} gives exactly
\begin{equation}
(\omega_++\omega_-)^2-\omega_c^2 = 2\omega_+\omega_- - \omega_z^2 .
\label{eq:side}
\end{equation}
The right side follows from a second invariant. Exchanging the two block columns of $A$ costs $(-1)^{9}$ and leaves a block-triangular matrix of determinant $\det(-K) = -\det K$, so $\det A=\det K = \omega_0^6(1-\epsilon^2)/4$. The product of the eigenvalues is $\omega_+^2\omega_z^2\omega_-^2$, hence $2\omega_+\omega_- = \omega_0^3\sqrt{1-\epsilon^2}/\omega_z$. For $\omega_0\ll\omega_c$ the axial mode runs along $\hat{\mathbf b}$: the transverse force, of order $\theta\omega_0^2$ times the axial displacement, is balanced by the magnetic force, so the transverse displacement is smaller than the axial one by a factor of order $\theta\omega_0/\omega_c$. To leading order in $\omega_0/\omega_c$, then, $\omega_z^2 = \hat{\mathbf b}\cdot K\hat{\mathbf b} = \omega_0^2[\cos^2\theta-\tfrac12\sin^2\theta(1+\epsilon\cos2\varphi)]$, which is $\omega_0^2(1-\tfrac32\theta^2)$ to second order in the small quantities $\theta,\epsilon$. Therefore $2\omega_+\omega_-/\omega_z^2 = (\omega_0/\omega_z)^3\sqrt{1-\epsilon^2}\approx 1+\tfrac94\theta^2-\tfrac12\epsilon^2$. The left side of \eqref{eq:side} is $2\omega_c^2\delta$ for a small relative error $\delta = (\omega_++\omega_-)/\omega_c-1$, so
\begin{equation}
\delta\approx\frac{\nu_z^2}{2\nu_c^2}\left(\tfrac94\theta^2-\tfrac12\epsilon^2\right).
\end{equation}

With your data, \eqref{eq:inv} gives $\nu_c = 25\,599\,379.35204$ Hz. The sum $\nu_++\nu_-$ differs from it by the fraction $\delta=-3.832\times10^{-7}$, and the estimate $\tfrac12(0.69995/25.599)^2(2.25\times10^{-4}-1.25\times10^{-3})$ reproduces this as $-3.83\times10^{-7}$. An error of that size would pass straight into $m$. The ratio, rounded to seven decimals, is
\begin{equation}
\Gamma = \frac{112\,028\,272\,731.6}{25\,599\,379.35204} = 4376.2105007 .
\end{equation}
Differentiating \eqref{eq:inv} gives $d\ln\nu_c = \sum_k(\nu_k^2/\nu_c^2)\,d\ln\nu_k$, so the relative error of $\nu_+$ enters with weight near one and that of $\nu_z$ with weight $(0.69995/25.599)^2\approx7.5\times10^{-4}$. The assigned $10^{-10}$ is taken to include all of this.

\subsection*{Why $g$ has the value it has}

The largest binding effect comes from the Dirac equation for a point nucleus of infinite mass. In this subsection atomic units are used, $\hbar=e=m=4\pi\varepsilon_0=1$, $c=1/\alpha$. With $H = c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2-Z/r$ and upper and lower components $u,l$, the eigenvalue equation reads
\begin{align}
(c^2-Z/r-E)\,u + c\,\boldsymbol\sigma\cdot\mathbf p\,l &= 0,\label{eq:d1}\\
c\,\boldsymbol\sigma\cdot\mathbf p\,u-(c^2+Z/r+E)\,l &= 0.\label{eq:d2}
\end{align}
Try $u=f\chi$, $l = ia f\,\boldsymbol\sigma\cdot\mathbf n\,\chi$, with $\mathbf n=\mathbf r/r$, a constant two-spinor $\chi$, a real constant $a$ and $f=r^{\gamma-1}e^{-\lambda r}$, so that $f'/f = (\gamma-1)/r-\lambda$. Since $\mathbf p=-i\nabla$, one has $\boldsymbol\sigma\cdot\mathbf p\,u = -if'\,\boldsymbol\sigma\cdot\mathbf n\,\chi$. For the lower component use $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$ on the vector field $\mathbf F=f\mathbf n$, which has no curl and divergence $f'+2f/r$:
\begin{equation}
\boldsymbol\sigma\cdot\mathbf p\,l = (-i)(ia)\left(\nabla\cdot\mathbf F+i\boldsymbol\sigma\cdot\nabla\times\mathbf F\right)\chi = a\,(f'+2f/r)\,\chi .
\end{equation}
Dividing \eqref{eq:d1} by $f\chi$ and \eqref{eq:d2} by $-if\,\boldsymbol\sigma\cdot\mathbf n\chi$ gives
\begin{align}
c^2-\frac Zr-E+ca\left(\frac{\gamma+1}{r}-\lambda\right)&=0,\\
c\left(\frac{\gamma-1}{r}-\lambda\right)+a\left(c^2+E+\frac Zr\right)&=0.
\end{align}
The $1/r$ terms require $ca(1+\gamma)=Z$ and $c(1-\gamma)=aZ$. Eliminating $a$ gives $c^2(1-\gamma^2)=Z^2$, and eliminating $Z$ gives $a^2=(1-\gamma)/(1+\gamma)$. The constant terms require $E=c^2-ca\lambda$ and $c\lambda=a(c^2+E)$, hence $E = c^2-a^2(c^2+E)$ and $E=c^2(1-a^2)/(1+a^2)$. With $1+a^2=2/(1+\gamma)$ and $1-a^2=2\gamma/(1+\gamma)$ the solution is
\begin{equation}
\gamma=\sqrt{1-(Z\alpha)^2},\qquad a=\frac{Z\alpha}{1+\gamma},\qquad E=\gamma c^2,\qquad\lambda=ac(1+\gamma)=Z,
\label{eq:dirac}
\end{equation}
where the positive root of $\gamma$ is the one that goes over into the nonrelativistic $1s$ function.

The electron has charge $-1$, so the field enters by $\mathbf p\to\mathbf p+\mathbf A$ with $\mathbf A=\tfrac12\mathbf B\times\mathbf r$, and the perturbation is $H'=c\,\boldsymbol\alpha\cdot\mathbf A=\tfrac c2\,\mathbf B\cdot(\mathbf r\times\boldsymbol\alpha)$ by the cyclic property of the triple product. The matrix $\alpha_i$ has $\sigma_i$ in both off-diagonal blocks. Between two states built on $\chi'$ and $\chi$,
\begin{align}
\psi'^\dagger\alpha_i\psi &= u'^\dagger\sigma_i l+l'^\dagger\sigma_i u = iaf^2\,\chi'^\dagger[\sigma_i,\sigma_j]n_j\chi\nonumber\\
&= iaf^2\,2i\,\epsilon_{ijk}n_j\,\chi'^\dagger\sigma_k\chi = -2af^2(\mathbf n\times\mathbf s)_i,
\end{align}
with $\mathbf s=\chi'^\dagger\boldsymbol\sigma\chi$. Then $\psi'^\dagger(\mathbf r\times\boldsymbol\alpha)\psi=-2arf^2[\mathbf n(\mathbf n\cdot\mathbf s)-\mathbf s]$. The angular average of $n_in_j$ is $\delta_{ij}/3$, so the average is $\tfrac43arf^2\,\mathbf s$. The density is $f^2(1+a^2)\chi^\dagger\chi$ because $(\boldsymbol\sigma\cdot\mathbf n)^2=1$. One integration by parts gives $\int_0^\infty r^{2\gamma+1}e^{-2Zr}dr = \frac{2\gamma+1}{2Z}\int_0^\infty r^{2\gamma}e^{-2Zr}dr$, so $\langle r\rangle=(2\gamma+1)/2Z$, and $a/(1+a^2)=Z\alpha/2$. Within the $1s$ doublet the perturbation acts as
\begin{equation}
H'_{\rm eff} = \frac c2\cdot\frac43\cdot\frac{Z\alpha}{2}\cdot\frac{2\gamma+1}{2Z}\,\mathbf B\cdot\boldsymbol\sigma = \frac{1+2\gamma}{6}\,\mathbf B\cdot\boldsymbol\sigma,
\end{equation}
where $c\alpha=1$ was used. The definition $\Delta E=g\mu_BBm_j$ with $\mu_B=\tfrac12$ corresponds to $\tfrac g4\mathbf B\cdot\boldsymbol\sigma$, which gives the Breit formula
\begin{equation}
g_{\rm Breit}=\tfrac23(1+2\gamma) = 2-\tfrac23(Z\alpha)^2+\dots
\end{equation}
It tends to the Dirac value 2 for $Z\alpha\to0$ and to $2/3$ for $Z\alpha\to1$, beyond which the point-nucleus solution does not exist. The reduction starts at $(Z\alpha)^2$, the order of the squared orbital velocity over $c^2$.

For carbon $Z\alpha=0.0437841154$, $\gamma=0.999041015795$ and $g_{\rm Breit}=1.99872135439$. The tabulated anomaly of the free electron adds $2a_e=0.00231930436$. What remains of the given value is
\begin{equation}
2.00104159-1.99872135439-0.00231930436 = 9.312\times10^{-7}\quad(\text{from unrounded terms}).
\end{equation}
This lies below the scale $(\alpha/\pi)(Z\alpha)^2=4.453\times10^{-6}$ at which binding first modifies the radiative correction. The remainder collects binding corrections to the QED terms, nuclear recoil and nuclear size. It is not derived here; it is the part of $g$ that the exercise supplies as input.

Two properties of $g$ matter for the error budget. The first is its dependence on $\alpha$. From $d\gamma/d\alpha=-Z^2\alpha/\gamma$ and the leading Schwinger term $2a_e\approx\alpha/\pi$, taken as a known result,
\begin{equation}
\frac{d\ln g}{d\ln\alpha}\approx\frac1g\left[-\frac43\frac{(Z\alpha)^2}{\gamma}+\frac\alpha\pi\right] = -1.1779\times10^{-4}.
\label{eq:slope}
\end{equation}
The two terms have opposite signs and nearly cancel at $Z=6$, so the neglected pieces of $g$ change this number at the percent level; the higher-order part of $2a_e$ and the remainder above move it by about 2\%, to near $-1.20\times10^{-4}$. It is meaningful only as the rounded value $-1.2\times10^{-4}$, here and in $s_\alpha$ below, the further digits being guard digits, and only its size will be needed. The second is a hidden dependence on $m$. A recoil correction must vanish for $M\to\infty$ and for vanishing binding, and its leading size is $C(Z\alpha)^2m/M$ with a coefficient $C$ of order one that is not derived here. It makes $\partial\ln g/\partial\ln(m/M)$ of the size $(Z\alpha)^2m/(Mg)=4.38\times10^{-8}$. A relative change of $10^{-9}$ in $m$ then feeds back on $g$ at a few parts in $10^{17}$, so $g$ may be treated as independent of $m$.

The trap frequencies give $\Gamma=4376.2105007$, which with the supplied $g$ fixes the ratio $m/M$ but neither mass by itself. What remains is to express the ion mass through $m$ and the computed binding energy, solve for $m$, and find its uncertainty.
